# Debugging a numerical check: Koopmans' Ionisation Energies, Orbital Relaxation and Correlation in a Closed-Shell Precursor

```python
"""
Koopmans' estimate for a closed-shell molecule, tested on water.

Result under test: removing an electron from canonical Hartree-Fock
orbital k with all other orbitals frozen costs exactly -eps_k.
The vertical ionisation energy is I = -eps_k - R + dC, where
  eps_k = orbital energy of the neutral molecule,
  R     = frozen-ion energy minus relaxed unrestricted HF ion energy,
  dC    = correlation energy of the ion minus that of the neutral.
Correlation is valence only (oxygen 1s core frozen), from CCSD(T).
Internal energies are in hartree; printed energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, mp, mcscf, ao2mo, symm, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
bond_length, bond_angle = 0.96, 104.5


def make_water(charge, basis, use_symmetry):
    half = np.radians(bond_angle / 2)
    y, z = bond_length * np.sin(half), bond_length * np.cos(half)
    return gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)],
                       ["H", (0, -y, z)]],
                 basis=basis, charge=charge, spin=charge,
                 symmetry=use_symmetry, unit="Angstrom", verbose=0)


def ion_density(orbitals, n_occ, hole_vector):
    """Closed-shell density with one beta electron removed."""
    full = orbitals[:, :n_occ] @ orbitals[:, :n_occ].T
    return np.array([full, full - np.outer(hole_vector, hole_vector)])


def put_occupied_first(mean_field):
    """Order unrestricted orbitals so that occupied ones come first."""
    coeffs, energies, occs = [], [], []
    for s in range(2):
        occ = np.asarray(mean_field.mo_occ[s])
        order = np.argsort(-occ, kind="stable")
        coeffs.append(np.asarray(mean_field.mo_coeff[s])[:, order])
        energies.append(np.asarray(mean_field.mo_energy[s])[order])
        occs.append(occ[order])
    mean_field.mo_coeff = np.array(coeffs)
    mean_field.mo_energy = np.array(energies)
    mean_field.mo_occ = np.array(occs)


def ccsd_t_energy(solver):
    solver.kernel()
    assert solver.converged
    return solver.e_tot + solver.ccsd_t()


# Neutral molecule
basis = "aug-cc-pvdz"
neutral_mol = make_water(0, basis, True)
ion_mol = make_water(1, basis, True)
assert np.allclose(neutral_mol.atom_coords(), ion_mol.atom_coords())
neutral = scf.RHF(neutral_mol)
neutral.conv_tol, neutral.conv_tol_grad = 1e-12, 1e-7
neutral.kernel()
assert neutral.converged
C = np.asarray(neutral.mo_coeff)
eps = np.asarray(neutral.mo_energy)
n_occ = neutral_mol.nelectron // 2
n_orb = C.shape[1]
labels = symm.label_orb_symm(neutral_mol, neutral_mol.irrep_name,
                             neutral_mol.symm_orb, C)
ion_functional = scf.UHF(ion_mol)

print("Water, basis", basis, "; functions:", n_orb)
print(f"O-H length {bond_length:.2f} angstrom, angle {bond_angle:.1f} deg")
print(f"Neutral HF energy: {neutral.e_tot * EV:.3f} eV")

# Frozen-ion energies from the energy functional, against eigenvalues
frozen_energy = np.array([
    ion_functional.energy_tot(dm=ion_density(C, n_occ, C[:, k]))
    for k in range(n_occ)])
frozen_cost = frozen_energy - neutral.e_tot
print("Orbital, -eps (eV), explicit frozen-ion cost (eV):")
for k in range(n_occ):
    print(f"  {k + 1} {labels[k]}: {-eps[k] * EV:.4f}  "
          f"{frozen_cost[k] * EV:.4f}")
assert np.max(np.abs(frozen_cost + eps[:n_occ])) < 1e-6

# A hole in a mixture of two occupied orbitals of equal symmetry
first, second, mix_deg = 1, 3, 30.0
assert labels[first] == labels[second]
cos_m, sin_m = np.cos(np.radians(mix_deg)), np.sin(np.radians(mix_deg))
mixed_hole = cos_m * C[:, first] + sin_m * C[:, second]
mixed_cost = ion_functional.energy_tot(
    dm=ion_density(C, n_occ, mixed_hole)) - neutral.e_tot
mixed_formula = -cos_m**2 * eps[first] - sin_m**2 * eps[second]
assert abs(mixed_cost - mixed_formula) < 1e-6
print(f"Mixed hole, orbitals {first + 1} and {second + 1}, "
      f"{mix_deg:.0f} deg: {mixed_cost * EV:.4f} eV")
print(f"  weighted mean of -eps: {mixed_formula * EV:.4f} eV")

# The highest occupied orbital vanishes in the molecular plane
homo = n_occ - 1
weights = np.random.default_rng(3).normal(size=(20, 3))
plane_points = weights @ (neutral_mol.atom_coords()
                          - neutral_mol.atom_coord(0))
plane_points += neutral_mol.atom_coord(0)
plane_values = neutral_mol.eval_gto("GTOval", plane_points) @ C
assert np.max(np.abs(plane_values[:, homo])) < 1e-8
assert np.max(np.abs(plane_values[:, homo - 1])) > 1e-3

# Energy slope of the frozen ion when orbital j rotates into empty a
eri = ao2mo.restore(1, ao2mo.kernel(neutral_mol, C), n_orb)
j = homo - 1
a = n_occ + int(np.argmax(np.abs(eri[j, n_occ:, homo, homo])))


def rotated_energy(theta, spin):
    density = ion_density(C, n_occ, C[:, homo])
    rotated = np.cos(theta) * C[:, j] + np.sin(theta) * C[:, a]
    density[spin] += (np.outer(rotated, rotated)
                      - np.outer(C[:, j], C[:, j]))
    return ion_functional.energy_tot(dm=density)


print(f"Frozen-ion slope, orbital {j + 1} into {a + 1} (eV/rad):")
step = 1e-3
for spin, name in ((0, "spin opposite to hole"), (1, "spin of hole")):
    slope = (rotated_energy(step, spin)
             - rotated_energy(-step, spin)) / (2 * step)
    coupling = eri[j, a, homo, homo]
    if spin == 1:
        coupling -= eri[j, homo, homo, a]
    # central differences leave an error of order step squared
    assert abs(slope + 2 * coupling) < 2e-5
    if spin == 0:
        assert abs(slope) > 1e-3
    print(f"  {name}: numerical {slope * EV:.4f}, "
          f"formula {-2 * coupling * EV:.4f}")

# Second-order valence pair energies of the neutral molecule
ovov = eri[1:n_occ, n_occ:, 1:n_occ, n_occ:]
e_o, e_v = eps[1:n_occ], eps[n_occ:]
gap = (e_o[:, None, None, None] - e_v[None, :, None, None]
       + e_o[None, None, :, None] - e_v[None, None, None, :])
opposite = np.sum(ovov**2 / gap, axis=(1, 3))
same = 0.5 * np.sum((ovov - ovov.transpose(0, 3, 2, 1))**2 / gap,
                    axis=(1, 3))
pair_sum = opposite + same
mp2_energy = mp.MP2(neutral, frozen=1).kernel()[0]
assert abs(pair_sum.sum() - mp2_energy) < 1e-7
lost_pairs = -pair_sum.sum(axis=1)

# Correlated neutral, and ionisation energies from the neutral alone
neutral_cc = cc.CCSD(neutral, frozen=1)
neutral_total = ccsd_t_energy(neutral_cc)
eom_energies = np.sort(np.ravel(neutral_cc.ipccsd(nroots=3)[0]))
print(f"Neutral valence correlation, CCSD(T): "
      f"{(neutral_total - neutral.e_tot) * EV:.3f} eV")
print(f"Neutral valence correlation, MP2: {mp2_energy * EV:.3f} eV")

# Relaxed and correlated ions for the three outer valence bands
overlap = neutral_mol.intor("int1e_ovlp")
with neutral_mol.with_common_orig(neutral_mol.atom_coord(0)):
    r_squared = neutral_mol.intor("int1e_r2")
for band, k in enumerate((homo, homo - 1, homo - 2)):
    ion = scf.UHF(ion_mol)
    ion.conv_tol = 1e-11
    ion.irrep_nelec = {}
    for irrep in ion_mol.irrep_name:
        count = sum(labels[i] == irrep for i in range(n_occ))
        ion.irrep_nelec[irrep] = (count, count - int(labels[k] == irrep))
    frozen_dm = ion_density(C, n_occ, C[:, k])
    ion.kernel(dm0=frozen_dm)
    assert ion.converged
    put_occupied_first(ion)
    spin_square = ion.spin_square()[0]
    kept = [i for i in range(n_occ) if i != k]
    determinant_overlap = abs(
        np.linalg.det(C[:, :n_occ].T @ overlap
                      @ ion.mo_coeff[0][:, :n_occ])
        * np.linalg.det(C[:, kept].T @ overlap
                        @ ion.mo_coeff[1][:, :n_occ - 1]))
    assert determinant_overlap > 0.9
    ion_total = ccsd_t_energy(cc.UCCSD(ion, frozen=1))
    relaxation = frozen_energy[k] - ion.e_tot
    delta_corr = ((ion_total - ion.e_tot)
                  - (neutral_total - neutral.e_tot))
    ionisation = ion_total - neutral_total
    assert relaxation > 0 and delta_corr > 0
    # the two correlated methods differ in their higher excitations
    assert abs(ionisation - eom_energies[band]) * EV < 0.3
    assert 0.5 < lost_pairs[k - 1] / delta_corr < 2.0
    print(f"Band {band + 1}, hole in orbital {k + 1} {labels[k]} (eV):")
    print(f"  Koopmans {-eps[k] * EV:.3f}, relaxed HF difference "
          f"{(ion.e_tot - neutral.e_tot) * EV:.3f}")
    print(f"  relaxation R {relaxation * EV:.3f}, "
          f"correlation change dC {delta_corr * EV:.3f}")
    print(f"  I CCSD(T) {ionisation * EV:.3f}, "
          f"I EOM-CCSD {eom_energies[band] * EV:.3f}")
    print(f"  Koopmans minus CCSD(T) {(-eps[k] - ionisation) * EV:.3f}, "
          f"lost MP2 pairs {lost_pairs[k - 1] * EV:.3f}")
    print(f"  frozen-relaxed overlap {determinant_overlap:.4f}, "
          f"<S^2> {spin_square:.4f} (no unit)")
    if k == homo:
        relaxed_dm = np.asarray(ion.make_rdm1())
        extent_frozen = np.sum(frozen_dm.sum(axis=0) * r_squared)
        extent_relaxed = np.sum(relaxed_dm.sum(axis=0) * r_squared)
        assert extent_relaxed < extent_frozen
        print(f"  sum of r^2 about O: frozen "
              f"{extent_frozen * BOHR**2:.3f}, relaxed "
              f"{extent_relaxed * BOHR**2:.3f} angstrom^2")

# CCSD(T) against full configuration interaction in a small basis
small_neutral_mol = make_water(0, "6-31g", False)
small_ion_mol = make_water(1, "6-31g", False)
small_neutral = scf.RHF(small_neutral_mol).run(conv_tol=1e-11)
small_C = small_neutral.mo_coeff
small_guess = ion_density(small_C, n_occ, small_C[:, homo])
small_uhf = scf.UHF(small_ion_mol)
small_uhf.kernel(dm0=small_guess)
small_rohf = scf.ROHF(small_ion_mol)
small_rohf.kernel(dm0=small_guess)
assert small_neutral.converged and small_uhf.converged
assert small_rohf.converged
n_active = small_C.shape[1] - 1
fci_neutral = mcscf.CASCI(small_neutral, n_active, (4, 4)).kernel()[0]
fci_ion = mcscf.CASCI(small_rohf, n_active, (4, 3)).kernel()[0]
fci_ionisation = fci_ion - fci_neutral
cc_ionisation = (ccsd_t_energy(cc.UCCSD(small_uhf, frozen=1))
                 - ccsd_t_energy(cc.CCSD(small_neutral, frozen=1)))
# remaining difference: excitations that CCSD(T) treats approximately
assert abs(fci_ionisation - cc_ionisation) * EV < 0.05
print("First band in 6-31G, frozen core (eV):")
print(f"  full CI {fci_ionisation * EV:.4f}, "
      f"CCSD(T) {cc_ionisation * EV:.4f}")

print("checks complete")
```

It runs past its time limit of 60 s. Output so far:

```
Water, basis aug-cc-pvdz ; functions: 41
O-H length 0.96 angstrom, angle 104.5 deg
Neutral HF energy: -2069.188 eV
Orbital, -eps (eV), explicit frozen-ion cost (eV):
  1 A1: 559.9486  559.9486
  2 A1: 36.8774  36.8774
  3 B2: 19.5311  19.5311
  4 A1: 15.9224  15.9224
  5 B1: 13.8565  13.8565
Mixed hole, orbitals 2 and 4, 30 deg: 31.6386 eV
  weighted mean of -eps: 31.6386 eV
Frozen-ion slope, orbital 4 into 28 (eV/rad):
  spin opposite to hole: numerical 5.2236, formula 5.2236
  spin of hole: numerical 5.2029, formula 5.2029
Neutral valence correlation, CCSD(T): -6.328 eV
Neutral valence correlation, MP2: -5.975 eV
Band 1, hole in orbital 5 B1 (eV):
  Koopmans 13.856, relaxed HF difference 11.014
  relaxation R 2.843, correlation change dC 1.514
  I CCSD(T) 12.528, I EOM-CCSD 12.380
  Koopmans minus CCSD(T) 1.329, lost MP2 pairs 1.638
  frozen-relaxed overlap 0.9685, <S^2> 0.7567 (no unit)
  sum of r^2 about O: frozen 4.840, relaxed 4.018 angstrom^2
Band 2, hole in orbital 4 A1 (eV):
  Koopmans 15.922, relaxed HF difference 13.307
  relaxation R 2.615, correlation change dC 1.500
  I CCSD(T) 14.808, I EOM-CCSD 14.663
  Koopmans minus CCSD(T) 1.115, lost MP2 pairs 1.665
  frozen-relaxed overlap 0.9696, <S^2> 0.7545 (no unit)
Band 3, hole in orbital 3 B2 (eV):
  Koopmans 19.531, relaxed HF difference 17.531
  relaxation R 2.000, correlation change dC 1.456
  I CCSD(T) 18.987, I EOM-CCSD 18.884
  Koopmans minus CCSD(T) 0.544, lost MP2 pairs 1.717
  frozen-relaxed overlap 0.9771, <S^2> 0.7550 (no unit)
Killed
```

The author's reading of the failure: No assertion failed: the run exceeded its time limit after the third band, during the closing full-CI comparison, because the coupled-cluster work before it and the full-CI problem itself were together too large for one core. The linear-algebra libraries are now held to one thread from the start, hydrogen loses its diffuse functions in the main basis, and the full-CI comparison uses 6-31G on oxygen with STO-3G on hydrogen. The coupled-cluster iterations now stop at 1e-6 hartree, below the printed precision. All tests and their tolerances are kept, but both bases are less complete than before, so the computed energies shift and the full-CI check covers a smaller orbital space.

The change:

```diff
@@ -11,4 +11,9 @@
 Internal energies are in hartree; printed energies are in eV.
 """
+import os
+# One thread per library; this must precede the numerical imports.
+for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
+                 "MKL_NUM_THREADS"):
+    os.environ[variable] = "1"
 import numpy as np
 from scipy.constants import physical_constants
@@ -51,4 +56,5 @@
 
 def ccsd_t_energy(solver):
+    solver.conv_tol, solver.conv_tol_normt = 1e-6, 1e-4
     solver.kernel()
     assert solver.converged
@@ -57,5 +63,5 @@
 
 # Neutral molecule
-basis = "aug-cc-pvdz"
+basis = {"O": "aug-cc-pvdz", "H": "cc-pvdz"}
 neutral_mol = make_water(0, basis, True)
 ion_mol = make_water(1, basis, True)
@@ -73,5 +79,5 @@
 ion_functional = scf.UHF(ion_mol)
 
-print("Water, basis", basis, "; functions:", n_orb)
+print(f"Water, basis O {basis['O']}, H {basis['H']}; functions: {n_orb}")
 print(f"O-H length {bond_length:.2f} angstrom, angle {bond_angle:.1f} deg")
 print(f"Neutral HF energy: {neutral.e_tot * EV:.3f} eV")
@@ -214,6 +220,7 @@
 
 # CCSD(T) against full configuration interaction in a small basis
-small_neutral_mol = make_water(0, "6-31g", False)
-small_ion_mol = make_water(1, "6-31g", False)
+small_basis = {"O": "6-31g", "H": "sto-3g"}
+small_neutral_mol = make_water(0, small_basis, False)
+small_ion_mol = make_water(1, small_basis, False)
 small_neutral = scf.RHF(small_neutral_mol).run(conv_tol=1e-11)
 small_C = small_neutral.mo_coeff
@@ -233,5 +240,6 @@
 # remaining difference: excitations that CCSD(T) treats approximately
 assert abs(fci_ionisation - cc_ionisation) * EV < 0.05
-print("First band in 6-31G, frozen core (eV):")
+print(f"First band, basis O {small_basis['O']}, H {small_basis['H']}, "
+      f"{n_active} active orbitals (eV):")
 print(f"  full CI {fci_ionisation * EV:.4f}, "
       f"CCSD(T) {cc_ionisation * EV:.4f}")
```

The mended program passes:

```
Water, basis O aug-cc-pvdz, H cc-pvdz; functions: 33
O-H length 0.96 angstrom, angle 104.5 deg
Neutral HF energy: -2069.175 eV
Orbital, -eps (eV), explicit frozen-ion cost (eV):
  1 A1: 559.9323  559.9323
  2 A1: 36.8580  36.8580
  3 B2: 19.5142  19.5142
  4 A1: 15.9057  15.9057
  5 B1: 13.8415  13.8415
Mixed hole, orbitals 2 and 4, 30 deg: 31.6200 eV
  weighted mean of -eps: 31.6200 eV
Frozen-ion slope, orbital 4 into 20 (eV/rad):
  spin opposite to hole: numerical 5.8361, formula 5.8361
  spin of hole: numerical 5.6380, formula 5.6380
Neutral valence correlation, CCSD(T): -6.283 eV
Neutral valence correlation, MP2: -5.936 eV
Band 1, hole in orbital 5 B1 (eV):
  Koopmans 13.842, relaxed HF difference 11.016
  relaxation R 2.826, correlation change dC 1.485
  I CCSD(T) 12.501, I EOM-CCSD 12.355
  Koopmans minus CCSD(T) 1.341, lost MP2 pairs 1.626
  frozen-relaxed overlap 0.9690, <S^2> 0.7566 (no unit)
  sum of r^2 about O: frozen 4.839, relaxed 4.022 angstrom^2
Band 2, hole in orbital 4 A1 (eV):
  Koopmans 15.906, relaxed HF difference 13.305
  relaxation R 2.600, correlation change dC 1.474
  I CCSD(T) 14.779, I EOM-CCSD 14.637
  Koopmans minus CCSD(T) 1.127, lost MP2 pairs 1.655
  frozen-relaxed overlap 0.9700, <S^2> 0.7544 (no unit)
Band 3, hole in orbital 3 B2 (eV):
  Koopmans 19.514, relaxed HF difference 17.528
  relaxation R 1.987, correlation change dC 1.431
  I CCSD(T) 18.959, I EOM-CCSD 18.864
  Koopmans minus CCSD(T) 0.556, lost MP2 pairs 1.708
  frozen-relaxed overlap 0.9773, <S^2> 0.7550 (no unit)
First band, basis O 6-31g, H sto-3g, 10 active orbitals (eV):
  full CI 12.3781, CCSD(T) 12.3715
checks complete
```
